\section*{Constant-field scaling of a MOSFET and the potentials that do not scale}

\section{The entry that cannot simply be copied}

Suppose a working 1000~nm transistor is to be shrunk by a factor of four and its circuit performance calculated. Dimensions and supply are easily divided by four. The calculation also needs a body doping and a threshold voltage. If the threshold is divided by four, the drive current is nearly the intended one, but the transistor leaks far more when off. If the threshold is left to the new doping and oxide, leakage grows less, but current and speed are lost. The choice depends on which potentials follow the scaling rule.

Let $k>1$ be the scaling factor and $\theta=k_{\rm B}T$ the thermal energy, written $kT$ in the numerical output. The algebra uses atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$, so a permittivity is $\kappa/4\pi$; engineering units follow from $\kappa/4\pi\to\kappa\epsilon_0$ with the electron charge restored. The device is a long-channel n-MOSFET with a uniform p-type body of acceptor density $N$, body tied to source, and fixed mobility $\mu$.

\section{The estimate on one line of reasoning}

Divide the length $L$, width $W$, oxide thickness $t$ and supply $V$ by $k$. Fields, being voltages over lengths, do not change. The gate capacitance is
\begin{equation}
C=\frac{\kappa_{\rm ox}WL}{4\pi t}\quad\longrightarrow\quad
\frac{k^{-2}}{k^{-1}}\,C=\frac{C}{k}.
\end{equation}
The mobile charge per unit area is a capacitance per area, which grows by $k$, times a voltage, which falls by $k$; it is unchanged. So is the carrier velocity, since the field is unchanged. Current is charge per area times velocity times width, hence $I\to I/k$. Therefore
\begin{align}
\tau=\frac{CV}{I}&\to\frac{k^{-1}k^{-1}}{k^{-1}}\,\tau=\frac{\tau}{k}, &
CV^2&\to\frac{CV^2}{k^3}, &
\frac{IV}{WL}&\to\frac{k^{-2}}{k^{-2}}\frac{IV}{WL}.
\end{align}
Delay falls as $1/k$, switching energy as $1/k^3$, and power density stays constant. The hidden assumption is that every voltage in the problem was divided by $k$.

\section{When the rule is exact}

Let $\psi$ be the electrostatic potential relative to the neutral body, and $v$ the separation of the electron and hole quasi-Fermi levels, which runs from zero at the source to the drain voltage. With $n_i$ the intrinsic density, the Fermi potential is $\phi=\theta\ln(N/n_i)$. The bulk electron density is $n_i^2/N=Ne^{-2\phi/\theta}$, so Boltzmann statistics give
\begin{equation}
p=Ne^{-\psi/\theta},\qquad n=Ne^{(\psi-v-2\phi)/\theta},\qquad
\nabla^2\psi=-\frac{4\pi}{\kappa}(p-n-N).
\label{eq:poisson}
\end{equation}
Try $\psi'(\mathbf r)=\psi(k\mathbf r)/k$. Two derivatives give $k^2$ and the prefactor $1/k$, so the left side grows by $k$. All charge densities must grow by $k$, hence $N\to kN$. The mobile densities do so if the exponents are unchanged, which requires $\theta$ and $\phi$ to be divided by $k$ as well.

The electron current density, drift and diffusion together, has magnitude $\mu n|\nabla v|$. The gradient is unchanged and $n$ grows by $k$, while the conducting cross-section falls by $k^2$; again $I\to I/k$. Written separately, drift $\mu nF$ in a field $F$ grows by $k$, but diffusion $\mu\theta\nabla n$ grows by $k^2$ at fixed $\theta$.

The last equation is the gate condition. With surface potential $\psi_s$ and surface field $F_s$,
\begin{equation}
V_G-V_{\rm FB}=\psi_s+\frac{\kappa}{\kappa_{\rm ox}}\,tF_s .
\label{eq:gate}
\end{equation}
It scales if the flat-band voltage $V_{\rm FB}$ is also divided by $k$. For an n$^+$ gate with its Fermi level at the conduction edge, $V_{\rm FB}=-(E_g/2+\phi)$, which is minus the built-in potential $\psi_b$ of the n$^+$ source junction.

In a real shrink at fixed temperature $\theta$ does not move, $E_g$ is a property of silicon, and $\phi$ changes by $\theta\ln(N'/N)$. For $N$ rising from $10^{17}$ to $4\times10^{17}$~cm$^{-3}$, $\psi_b$ goes from 0.977 to 1.013~eV: it rises slightly instead of falling fourfold.

To test this, the current was computed without a threshold assumption from the Pao--Sah integral
\begin{equation}
I=\mu\frac WL\int_0^{V_D}\!Q_i\,dv,\qquad Q_i=\int_0^{\psi_s}\frac{n}{F}\,d\psi ,
\label{eq:ps}
\end{equation}
where $Q_i$ is the electron charge per area; the second form uses $dx=d\psi/F$. With all potentials divided by four the current ratio is 0.250000. Restoring $\theta$ alone to its 300~K value multiplies the off current of this fictitious device by $2.2\times10^7$. Restoring the junction potentials alone multiplies its on current by 0.75. Each quantity breaks the rule by itself.

\section{Doping: one factor does not fit every layer}

In a depletion layer $\psi''=4\pi N/\kappa$. With $\psi=\psi'=0$ at its edge $x=w$, two integrations give $\psi=(2\pi N/\kappa)(w-x)^2$. Setting $\psi(0)=\psi_b+V$,
\begin{equation}
w=\sqrt{\frac{\kappa(\psi_b+V)}{2\pi N}},\qquad
w'=\frac wk\ \Rightarrow\ 
\frac{N'}{N}=k^2\,\frac{\psi_b'+V/k}{\psi_b+V}.
\label{eq:doping}
\end{equation}
For $V\gg\psi_b$ the ratio tends to $k$, the ideal rule. For $V\ll\psi_b$ it tends to $k^2\psi_b'/\psi_b$, about $k^2$. The rule $N\to kN$ thus belongs to supplies large compared with a junction potential.

For the drain at 5~V, solving (\ref{eq:doping}) together with the logarithm in $\psi_b'$ gives $N'/N=6.1$. For the layer under the gate at the source end, the band bending is $2\phi$ with no applied part, and the answer is 18.9, above $k^2=16$ because $\phi$ has grown. One uniform doping cannot satisfy both. With $4N$ the two layers shrink by 3.3 and 1.9 instead of 4. A finite-difference solution of Poisson's equation with mobile holes gave these shrink factors, and confirmed a factor of 4 within 2\% at the two solved dopings.

\section{Threshold and on current}

Multiply the one-dimensional form of (\ref{eq:poisson}) by $d\psi/dx$ and integrate from the neutral body. Dropping the minute bulk electron density and $e^{-\psi_s/\theta}$,
\begin{equation}
F_s^2=\frac{8\pi N}{\kappa}\left[\psi_s-\theta+\theta e^{(\psi_s-v-2\phi)/\theta}\right].
\label{eq:field}
\end{equation}
Threshold is defined by $\psi_s=2\phi$ at $v=0$. The two $\theta$ terms then cancel, $F_s^2=16\pi N\phi/\kappa$, and (\ref{eq:gate}) gives
\begin{equation}
V_T=V_{\rm FB}+2\phi+B,\qquad
B=\frac{4\pi t}{\kappa_{\rm ox}}\sqrt{\frac{\kappa N(2\phi)}{2\pi}} .
\end{equation}
Since $V_{\rm FB}+2\phi=\phi-E_g/2$, the original device ($t=20$~nm, $E_g=1.12$~eV) has
$V_T=0.417-0.560+0.963=0.820$~V. Under scaling,
\begin{equation}
\frac{B'}{B}=\frac14\sqrt{\frac{4\times0.4525}{0.4167}}=0.521,
\end{equation}
so $B'=0.502$~V and $V_T'=0.453-0.560+0.502=0.395$~V (from rounded terms, to within a millivolt). The ideal value is $0.820/4=0.205$~V. The body term falls roughly as $1/\sqrt k$, and the junction terms do not fall at all.

For the current, set $\psi_s=2\phi+v$ in strong inversion. The body term at band bending $\psi$ varies as $\sqrt\psi$, so its slope at $2\phi$ is $B/(4\phi)$. To first order in $v$,
\begin{equation}
Q_i=\frac{C}{WL}\,(V_G-V_T-mv),\qquad m=1+\frac{B}{4\phi}.
\end{equation}
Integrating over $v$ as in (\ref{eq:ps}),
\begin{equation}
I=\frac{\mu C}{L^2}\left[(V_G-V_T)V_D-\tfrac12mV_D^2\right].
\end{equation}
This is largest at $V_D=(V_G-V_T)/m$, where the charge at the drain vanishes. Beyond that the long-channel current saturates, and with $V_G=V$
\begin{equation}
I_{\rm on}\simeq\frac{\mu C}{2mL^2}(V-V_T)^2 .
\label{eq:square}
\end{equation}

Now let the threshold be forced to 0.205~V. A thin channel implant can do this; here it is represented by a flat-band shift of $-0.19$~V. The overdrive $V-V_T$ falls from 4.18 to 1.045~V, exactly fourfold, and $C/L^2$ grows by four. The body factor falls from 1.578 to 1.277, so (\ref{eq:square}) predicts a current ratio
\begin{equation}
\frac{4}{16}\times\frac{1.578}{1.277}=0.309 .
\end{equation}
The integral (\ref{eq:ps}) gives 0.238. The difference comes mainly from the thermal energy. Inverting (\ref{eq:field}) at the source, the surface potential exceeds $2\phi$ by
\begin{equation}
\delta=\theta\ln\!\left[\frac{1}{\theta}\left(\frac{\kappa F_s^2}{8\pi N}-\psi_s+\theta\right)\right],
\end{equation}
several $\theta$, with only a logarithmic dependence on the device. It is 0.173~eV in the original and 0.141~eV in the adjusted device: 4\% and 13\% of the respective overdrives. Equation (\ref{eq:square}) omits this loss. At 300~K it overestimates the adjusted device's current by 27\%, but lies within 3\% of the integral for the original. There a second error offsets the first: the tangent to $\sqrt\psi$ overstates the body charge and so understates the current. With $\theta$ reduced tenfold and all else held fixed, (\ref{eq:square}) agrees with the integral within 15\% for all three devices.

\section{Off current}

Below threshold the electrons are too few to affect the field. Near the surface $n$ decays by a factor $e$ for each drop $\theta$ in $\psi$, so $Q_i\simeq\theta n_s/F_s$, where $n_s$ is the surface density. With $F_s=4\pi Nw/\kappa$, the ratio $N/F_s=\kappa/(4\pi w)$ is the depletion capacitance per area, which equals $(m-1)C/WL$. The integral of $e^{-v/\theta}$ over $v$ contributes another $\theta$ when $V_D\gg\theta$:
\begin{equation}
I\simeq\frac{\mu C}{L^2}(m-1)\theta^2e^{(\psi_s-2\phi)/\theta}.
\end{equation}
The gate voltage moves $m$ times as far as $\psi_s$. Let $m_s$ be the body factor at band bending $1.5\phi$, the middle of weak inversion. Then $\psi_s-2\phi\simeq(V_G-V_T)/m_s$, and at $V_G=0$
\begin{equation}
I_{\rm off}\simeq\frac{\mu C}{L^2}(m-1)\theta^2\,10^{-V_T/S},\qquad S=m_s\theta\ln10 .
\end{equation}
The swing $S$ is 99~mV per decade in the original and 79 in the scaled devices. It improves a little through $m_s$, but cannot fall below $\theta\ln10$. The growth of leakage in decades is
\begin{equation}
\frac{0.820}{0.0993}-\frac{0.205}{0.0786}+\log_{10}\!\left(4\times\frac{0.277}{0.578}\right)
=8.26-2.61+0.28=5.93 .
\end{equation}
The integral gives 5.45. A single $m_s$ is poor over eight decades: the body factor rises as the bands flatten, so the original loses fewer decades than estimated. The formula is good to about half a decade here.

\section{Comparison}

Both scaled devices have $L=250$~nm, $t=5$~nm, $V=1.25$~V and $N=4\times10^{17}$~cm$^{-3}$. Power density assumes a circuit area of $20\,WL$ per transistor and on current flowing 1/500 of the time. That fraction is held fixed, so the switching rate rises as the delay falls.

\begin{center}
\begin{tabular}{lccc}
 & original & natural $V_T$ & adjusted $V_T$\\ \hline
$V_T$ (V) & 0.820 & 0.395 & 0.205\\
$I_{\rm on}$ (mA) & 3.9 & 0.60 & 0.93\\
$\tau$ (ps) & 22 & 9.0 & 5.8\\
active power (W/cm$^2$) & 19.5 & 11.9 & 18.6\\
leakage (W/cm$^2$) & $1.4\times10^{-8}$ & $7\times10^{-5}$ & 0.016
\end{tabular}
\end{center}

If $r$ is the current ratio, the delay ratio is $1/(k^2r)$ and the active power density ratio is $kr$. The adjusted device has $r=0.238$, giving 0.26 and 0.95, close to the ideal 0.25 and 1. This closeness is partly fortunate, since the smaller body factor offsets the thermal loss. With the natural threshold $r=0.153$, giving 0.41 and 0.61. The nominal switching energy $CV^2$ falls from 432 to 6.7~fJ in both, the full factor of 64, because it is defined with the oxide capacitance alone. The charge a gate actually takes is smaller, since $\psi_s$ rises during the swing. With source and drain grounded it is 0.87, 0.66 and 0.77 of $CV$ in the three devices, so the energy drawn from the supply falls by about 85 and 73, and delay ratios based on that charge would be 0.31 and 0.23.

At $k=4$ the adjusted threshold is the better choice in this model: its leakage is below 0.1\% of the active power. A second fourfold shrink changes the verdict. Holding $S$ and $m$ fixed, $V_T$ falls by another 0.154~V, or 1.96 decades. The prefactor $C/L^2$ grows by 4, the supply falls by 4 and the area by 16. Leakage density becomes about $0.016\times16\times10^{1.96}\approx23$~W/cm$^2$. This is too high, because $S$ and $m$ fall as well; allowing for that leaves about 8~W/cm$^2$, still comparable with the active power of about 12~W/cm$^2$. The on/off ratio is then about 760, so this verdict depends on the assumed on-time fraction of 1/500, and a long-channel model at $L\approx60$~nm gives only the trend. Within these limits, the exponential in $V_T/\theta$ ends the rule.

\section{Beside real transistors}

The original resembles micrometre logic at 5~V. Real quarter-micrometre logic typically ran near 2.5~V, so the 1.25~V used here is low. Doubling the supply at fixed capacitance quadruples $CV^2$, and the field is then no longer constant.

Of the neglected effects estimated here, velocity saturation, which fixed mobility leaves out, changes the absolute currents most. With a rough saturation velocity $v_{\rm sat}=10^7$~cm/s and the velocity law $\mu F/(1+\mu F/v_{\rm sat})$, on currents are roughly halved in both the original and the adjusted device, and delays roughly double; laws that saturate more sharply cut the currents by 33 to 39\%. In each case the current ratio changes by less than a tenth. Quantum electron depth and gate depletion together act like 0.65~nm of extra oxide in the adjusted device, 13\% of its thickness against 3\% in the original. This figure counts only the lowest subband (depth 1.35~nm) and the full width of the gate depletion layer. With all subbands populated at 300~K the depth is nearer 1.7~nm, but (\ref{eq:ps}) already contains a classical depth of about 0.55~nm, and the voltage drop in the gate corresponds to half the layer width. The net correction is about 0.5 to 0.6~nm. The computed surface densities are about three times the effective density of states, so Boltzmann statistics are strained and $\delta$ is underestimated.

The source and drain depletion layers occupy 57\% of the scaled channel, against 39\% before. The long-channel assumption is therefore weaker, and the drain can be expected to lower the source barrier and add leakage. The peak drain field rises from 0.43 to 0.53~MV/cm, of the order of the breakdown field of silicon. Avalanche also needs voltage, however, and the drop across the drain layer falls from 6.0 to 2.3~V, too little for carriers to multiply repeatedly. At 358~K the adjusted device leaks 0.2~W/cm$^2$, some 13 times its 300~K value.

Oxide tunnelling is negligible at 5~nm, with a transmission near $10^{-23}$, but reaches about $10^{-6}$ at the 1.25~nm of a second shrink, although the nominal oxide field $V/t$ is the same. Doping-dependent mobility, series resistance, wiring capacitance and junction leakage are not included. The first three slow the scaled device; the last, depending on the carrier lifetime, can be comparable with the original's channel leakage of $6\times10^{-15}$~A. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
Triples: original, scaled natural VT, scaled adjusted VT
scaling factor k: 4 
channel length: 1000, 250, 250 nm
channel width: 10000, 2500, 2500 nm
oxide thickness: 20, 5, 5 nm
supply: 5, 1.25, 1.25 V
doping: 1e+17, 4e+17, 4e+17 cm^-3
permittivity silicon; oxide: 11.7, 3.9 
gap; ni; Nc: 1.12, 1e+10, 2.8e+19 eV; cm^-3; cm^-3
mobility; saturation velocity: 400, 1e+07 cm2/Vs; cm/s
circuit area/(WL); on-time fraction: 20, 0.002 
kT at 300 K: 0.02585 eV
Fermi potential: 0.4167, 0.4525, 0.4525 eV
n+ junction potential: 0.9767, 1.0125, 1.0125 eV
flat-band voltage: -0.9767, -1.0125, -1.2020 V
flat-band shift of adjusted device: -0.1895 V
body term B: 0.9633, 0.5019, 0.5019 V
threshold VT: 0.8200, 0.3945, 0.2050 V
body factor m: 1.578, 1.277, 1.277 
on current, square law: 3.82, 0.791, 1.18 mA
on current, Pao-Sah: 3.91, 0.597, 0.931 mA
current ratio to original: 1.0000, 0.1528, 0.2381 
delay CV/I: 22.1, 9.03, 5.8 ps
delay ratio to original: 1.0000, 0.4089, 0.2625 
switching energy CV^2: 432, 6.74, 6.74 fJ
active power density: 19.5, 11.9, 18.6 W/cm2
active density ratio: 1.000, 0.611, 0.953 
swing body factor: 1.667, 1.320, 1.320 
swing S: 99.3, 78.6, 78.6 mV/decade
off current, channel only: 5.59e-15, 7.06e-12, 1.58e-09 A
leakage power density: 1.4e-08, 7.06e-05, 0.0158 W/cm2
leakage growth, integral; formula: 5.45, 5.94 decades
all potentials scaled: current ratio: 0.250000 
then kT restored: off current times: 2.21e+07 
then junctions restored: on current times: 0.748 
drain depletion width, original; k*N: 278, 85.5 nm
source depletion width, original; k*N: 112, 57.2 nm
doping factor for drain; channel layer: 6.09, 18.9 
layer shrink at k*N, drain; channel: 3.26, 1.92 
Neglected effects
surface rise above 2*Fermi: 0.173, 0.133, 0.141 eV
velocity saturation: current times: 0.523, 0.52, 0.475 
oxide field limit V/t: 2.5 MV/cm
oxide barrier; oxide, channel mass: 3.1, 0.42, 0.92 eV; electron masses
log10 oxide transmission, k=1,4,16: -42, -22.6, -6.18 
quantum electron depth: 1.47, 1.39, 1.35 nm
same as oxide: 0.488, 0.464, 0.449 nm
gate depletion at 1e20 cm^-3: 0.536, 0.528, 0.606 nm
same as oxide: 0.179, 0.176, 0.202 nm
Boltzmann surface density / Nc: 2.93, 2.42, 3.36 
drain peak field, original; scaled: 0.43, 0.529 MV/cm
junction layers / L, original; scaled: 0.39, 0.571 
adjusted device leakage at 358 K: 0.199 W/cm2
\end{verbatim}
